# Thermal mismatch stress when the film modulus depends on temperature

**Q.** I have a film that is stress-free at 800 K and is then cooled to 300 K on a thick substrate. It stiffens as it cools. In each small temperature step the mismatch adds a strain $(\alpha_s-\alpha_f)\,dT$, and the film resists that strain with the modulus it has at that moment. So I add up the steps:

$$\sigma_{\rm int}=\int_{T_0}^{T}M(T')\,[\alpha_s(T')-\alpha_f(T')]\,dT'.$$

Here $\alpha_s$ and $\alpha_f$ are the expansion coefficients of substrate and film, $M$ is the biaxial modulus and $T_0$ is the stress-free temperature. If $M$ varies, surely it belongs inside the integral?

**A.** Before I answer, let us fix the model. Is the film isotropic, bonded without slip, free on its top face, and reversible and linear in its elastic response? And did you measure $\alpha_f$ on an unstressed film?

**Q.** Yes to all of that. The substrate is thick enough that the film does not change its length, and I count tension as positive.

**A.** Then the modulus does not belong inside the integral. Consider what the film is at 300 K: a spring with a certain free length and a certain stiffness, held at the length of the substrate. Its stress depends on those three things as they are now.

Start with the strain. Let $L_s$ and $L_f$ be the free lengths of substrate and film, equal at $T_0$. Since $\alpha=d\ln L/dT$,

$$\ln\frac{L_s(T)}{L_f(T)}=\int_{T_0}^{T}(\alpha_s-\alpha_f)\,dT'\equiv\varepsilon(T).$$

The bonded film has length $L_s$, so its elastic strain is $L_s/L_f-1=e^{\varepsilon}-1\approx\varepsilon$, to first order.

Now the stress. Both in-plane stresses equal $\sigma$ and the normal stress is zero. With Young modulus $E$ and Poisson ratio $\nu$ at temperature $T$, Hooke's law for one in-plane direction reads

$$\varepsilon=\frac{\sigma-\nu\sigma-\nu\cdot 0}{E}=\frac{1-\nu}{E}\,\sigma .$$

Therefore

$$\sigma(T)=M(T)\,\varepsilon(T),\qquad M=\frac{E}{1-\nu}.$$

The modulus is the final one, and it multiplies the whole accumulated elastic strain.

**Q.** But my increments look right one by one. Which of them is wrong?

**A.** Each one is incomplete. Differentiate the product:

$$\frac{d\sigma}{dT}=M\frac{d\varepsilon}{dT}+\varepsilon\frac{dM}{dT}
=M(\alpha_s-\alpha_f)+\varepsilon M'.$$

You kept the first term. The second says that when a film already under strain becomes stiffer, its stress grows in magnitude even if no strain is added. The bonds that carried the early strain are the same bonds that stiffen later.

The size of the omission follows from integration by parts. Because $\varepsilon(T_0)=0$,

$$\sigma_{\rm int}=\int_{T_0}^{T}M\,\frac{d\varepsilon}{dT'}\,dT'
=M(T)\varepsilon(T)-\int_{T_0}^{T}\varepsilon M'\,dT',$$

and so

$$\sigma-\sigma_{\rm int}=\int_{T_0}^{T}\varepsilon M'\,dT'.$$

If $M'$ and $\alpha_s-\alpha_f$ are constant, then $\varepsilon=(\alpha_s-\alpha_f)(T'-T_0)$ inside the integral, which gives

$$\sigma-\sigma_{\rm int}=M'(\alpha_s-\alpha_f)\frac{(T-T_0)^2}{2}
=\frac{\varepsilon(T)}{2}\,[M(T)-M(T_0)].$$

In that case your formula uses the average of the initial and final moduli. For a constant modulus the two formulas agree.

**Q.** Put numbers to it. Say $M$ rises linearly from 80 GPa at 800 K to 100 GPa at 300 K, with $\alpha_f=10\times10^{-6}$/K and $\alpha_s=6\times10^{-6}$/K.

**A.** The strain is

$$\varepsilon=(6-10)\times10^{-6}\times(300-800)=+0.0020 .$$

It is positive because the film would like to shrink more than the substrate lets it. The exact length ratio gives 0.002002, so the first-order geometry costs 0.1% of the strain. The stresses are

$$\sigma=100\ \text{GPa}\times0.0020=200\ \text{MPa},$$

$$\sigma_{\rm int}=\frac{80+100}{2}\ \text{GPa}\times0.0020=180\ \text{MPa}.$$

Your value is 10% below the correct one. The missing 20 MPa is $\tfrac12\times0.0020\times20$ GPa.

There is a direct way to see which is consistent. Cut the film free at 300 K, and it must relax by its elastic strain, $\sigma/M(300\ \text{K})$. From 200 MPa that is 0.0020, the mismatch you started with. From 180 MPa it would be 0.0018, and the film would not return to its own free length.

**Q.** Could the integral not be describing a real dependence on history? Perhaps it matters at which temperature the mismatch built up.

**A.** For a reversible film it cannot matter. Take two other substrates that produce the same final strain of 0.0020. With the first, all the mismatch arises at a constant rate between 800 and 550 K, where the mean modulus is 85 GPa. With the second, it all arises at a constant rate between 550 and 300 K, where the mean is 95 GPa. Your integral gives 170 MPa and 190 MPa. Yet at 300 K the two films are the same material at the same temperature, stretched by the same amount from the same free length. Both carry 200 MPa.

**Q.** My formula does at least behave reversibly. If I heat the film back to 800 K, the integral returns to zero.

**A.** It does, because on one substrate everything in your integrand is a function of temperature, and the integral retraces itself. That cycle cannot expose the fault. You need one in which strain and temperature vary independently.

Let $e$ be the total in-plane strain, measured from the film's length at $T_0$. Your rule for a general step is

$$d\sigma=M(T)\,[de-\alpha_f(T)\,dT].$$

Take the film off the substrate and hold it in a device that sets its in-plane strain. Stretch it by $e$ at the cold temperature, heat it at fixed length, release the stretch while hot, and cool it again at fixed length. The four contributions are

$$+M_{\rm cold}\,e,\qquad -\int_{\rm cold}^{\rm hot}M\alpha_f\,dT,\qquad -M_{\rm hot}\,e,\qquad +\int_{\rm cold}^{\rm hot}M\alpha_f\,dT .$$

The integrals cancel, and what remains is $(M_{\rm cold}-M_{\rm hot})\,e$. For $e=0.0020$ this is $20\ \text{GPa}\times0.0020=40$ MPa. The film is back at its original length and temperature, nothing in it has yielded, and your rule says that its stress has changed by 40 MPa.

**Q.** What does that violate, formally?

**A.** The existence of a free energy. In a reversible film the stress at fixed temperature is a strain derivative of a free energy $F(e,T)$, so $\sigma$ is a function of $e$ and $T$, and its mixed second derivatives must agree. Your rule asserts $\partial\sigma/\partial e=M(T)$ and $\partial\sigma/\partial T=-M\alpha_f$. Then

$$\frac{\partial}{\partial T}\frac{\partial\sigma}{\partial e}=M',\qquad
\frac{\partial}{\partial e}\frac{\partial\sigma}{\partial T}=-\frac{\partial(M\alpha_f)}{\partial e}=0,$$

since you take $\alpha_f$ to be independent of strain. The two agree only if $M'=0$.

**Q.** So a modulus that varies with temperature forces the expansion coefficient to depend on strain?

**A.** On strain, or equivalently on stress. Write the total strain as free expansion plus elastic strain:

$$e=\int_{T_0}^{T}\alpha_f\,dT'+\frac{\sigma}{M(T)} .$$

The expansion coefficient at fixed stress is the temperature derivative of this at constant $\sigma$:

$$\alpha_f(\sigma,T)=\alpha_f(T)+\sigma\frac{d}{dT}\frac1M=\alpha_f(T)-\frac{\sigma M'}{M^2}.$$

A film under constant tension that stiffens on cooling gives up some of its elastic stretch, so it contracts more than an unstressed one. Insert this coefficient in your integrand and use $\sigma/M=\varepsilon$:

$$M[\alpha_s-\alpha_f(\sigma,T)]=M(\alpha_s-\alpha_f)+\frac{\sigma M'}{M}
=M(\alpha_s-\alpha_f)+\varepsilon M'.$$

This is the full derivative of $M\varepsilon$. Your integral is therefore repaired if the expansion coefficient is that of the film at its actual stress. In the example, at 300 K and 0.200 GPa,

$$\alpha_f(\sigma,T)=10\times10^{-6}+\frac{0.200\times0.040}{100^2}=10.8\times10^{-6}\ \text{per K}.$$

The shift looks small, but it has to be compared with the mismatch of $4\times10^{-6}$/K, not with $\alpha_f$.

**Q.** All of this assumes Hooke's law with a modulus $M(T)$. Real bonds are anharmonic, and that is one reason why the modulus changes with temperature. Does the conclusion survive?

**A.** It survives as a statement about small mismatch. Take a long chain of classical bonds in series, with bond length $5.0+x$ bohr and energy

$$V(x)=\frac{k x^2}{2}-\frac{g x^3}{6}+\frac{h x^4}{24},$$

where $k=0.1$, $g=0.25$ and $h=0.35$ in Hartree atomic units. Under a force $f$ each bond has the statistical weight $e^{-(V-fx)/k_BT}$. Differentiating the mean of $x$ with respect to $f$ gives its variance divided by $k_BT$, so the stiffness at zero force is $K=k_BT/\mathrm{var}(x)$. I evaluated the averages by sums on a fine grid in $x$. On cooling from 800 to 300 K, $K$ rises from 0.0882 to 0.0956 Ha/bohr².

Now clamp the chain so that its strain relative to its free length grows linearly during cooling, and find by root search the force that gives the clamped length. This uses no elastic law. Compare it with two rules: final $K$ times final extension, and the integral of $K$ over the growing extension. The errors, relative to the chain's true force, are:

| Final strain | Final stiffness | Integral |
|---|---|---|
| +0.0001 | +0.07% | −3.8% |
| +0.001 | +0.65% | −3.3% |
| +0.002 | +1.3% | −2.6% |
| −0.002 | −1.3% | −5.1% |

The error of the first rule is proportional to the strain and vanishes with it. That is the mark of a quadratic term in the force: if $f=K\delta(1-c\delta)$ for an extension $\delta$, then $K\delta$ is too large by the fraction $c\delta$, to leading order. The error of the integral does not vanish. It tends to about half the relative change in stiffness, $(0.0882-0.0956)/(2\times0.0956)\approx-3.9\%$.

**Q.** At a strain of +0.002 the two errors are not so different in size.

**A.** No, and that limits the claim. There the nonlinear error partly cancels the error of the integral; in compression the two add. At a strain of +0.002 the nonlinear error, 1.3%, is already a third of the 3.9% by which the integral fails at small strain. At about +0.0030 the two errors are equal in size, and beyond that the integral is the closer of the two. This range is not exotic: the chain's own free length shrinks by 0.0044 between 800 and 300 K, so on a substrate that does not expand the final strain is +0.0044, and the errors are +2.9% for the final stiffness and −1.2% for the integral. The integral does better there only because two errors cancel in tension. If nonlinearity matters, the cure is a nonlinear stress–strain law at the final temperature. Moving $M$ inside the integral does not supply one. The 200 MPa of the film example is likewise a result of the linear model, which says nothing about the size of its own nonlinear correction.

**Q.** Is there any material for which my original integral is right?

**A.** Yes, one that stiffens because it gains new bonds, each formed without stress in the shape the body has at that moment. Let this happen at fixed temperature while the strain $e$ grows from 0 to $e_1$ and the modulus from $M_0$ to $M_1$. A portion $dM$ born at strain $e$ is later stretched by only $e_1-e$. Hence

$$\sigma=M_0e_1+\int_{M_0}^{M_1}(e_1-e)\,dM .$$

Integrate by parts. The boundary term $[(e_1-e)M]$ is zero at the end and $M_0e_1$ at the start, so it contributes $-M_0e_1$, and

$$\sigma=M_0e_1-M_0e_1+\int_0^{e_1}M\,de=\int_0^{e_1}M\,de .$$

For example, let a time $t$ run from 0 to 1, with $M=80+20t$ GPa and $e=0.002\,t^2$. Then

$$\sigma=\int_0^1(80+20t)\,(0.004\,t)\,dt=0.004\left(40+\frac{20}{3}\right)\text{GPa}\approx187\ \text{MPa},$$

whereas the final modulus times the final strain would give 200 MPa. Here the history is real, because each new bond keeps a record of the strain at its birth. If the temperature changes as well, the same algebra holds with the mismatch strain $\varepsilon$ in place of $e$, provided that each bond keeps its stiffness once formed and that old and new bonds expand alike. That is your original integral.

**Q.** So I should ask why the modulus rose. If the same bonds became stiffer, I multiply the accumulated elastic strain by the final modulus. If new bonds were added stress-free, I integrate.

**A.** Yes, within linear elasticity. The chain showed that when the mismatch approaches the film's own thermal strain, as on a substrate of low expansion, the nonlinear correction can exceed the error of the integral, and you then need the nonlinear law. If the whole film yields or creeps as one element, the strain lost to that flow is no longer elastic, so subtract it before you multiply. If only part of the stiffness flows, subtract the flow from that part alone. Let 80 GPa be permanent and 20 GPa flow freely above 550 K and freeze below it. The frozen part then carries half of the 0.0020, and the stress is $80\times0.0020+20\times0.0010$ GPa $=180$ MPa, not $100\times0.0010$ GPa $=100$ MPa. Freezing of this kind acts like bonds added stress-free, and the 180 MPa is your integral.

Numerical values quoted here were computed with a short program.
